# Ballistic Contact Conductance of a Monolayer with an Elliptical Band

## Question

The conduction band of a monolayer has one parabolic valley,

$$E=\frac{k_x^2}{2m_x}+\frac{k_y^2}{2m_y},\qquad m_y=6m_x ,$$

in atomic units ($\hbar=e=m_e=1$, so $e^2/h=1/2\pi$). The light axis is $x$. The spin degeneracy is $g=2$ and the electron density is $n$. Two identical contacts of width $W$, much larger than both the Fermi wavelength and the channel length, feed a channel without scattering. Except in part (f), the contacts reflect nothing. Conductance means the linear two-terminal value.

(a) For current along $x$ at zero temperature, express $G_x/W$ through the Fermi ellipse.

(b) Find $G_x/W$, $G_y/W$ and their ratio at fixed $n$. Compare each with an isotropic band of the same density.

(c) Evaluate the results for $m_x=0.2$, $m_y=1.2$ and $n=10^{13}\ \mathrm{cm^{-2}}$. Use $\hbar^2/m_e=7.62\ \mathrm{eV\,Å^2}$ and $e^2/h=0.03874\ \mathrm{mS}$.

(d) How do the conductances and their ratio change at 300 K, with $n$ held fixed?

(e) The current direction, meaning the normal to the contact edges, makes an angle $\theta$ with the light axis. Find the conductance at zero temperature. What becomes of the anisotropy if three equally filled valleys are turned by 60° from one another?

(f) A contact now reflects, but conserves the wavevector along its edge. When does the ratio of part (b) survive? Treat a potential step and a rectangular tunnel barrier.

(g) The channel has a light-axis mobility of 200 cm²/Vs and a length of 100 Å. Estimate the effect of scattering, and judge the ideal result for a real transistor.

## Model answers

### (a) Conductance from the Fermi ellipse

A small bias $V$ raises the occupation of the forward-moving states from $f(E-\mu)$ to $f(E-\mu-V)$. At $V=0$ forward and backward currents cancel, because $v_x(-\mathbf k)=-v_x(\mathbf k)$. To first order in $V$, the net current per width divided by $V$ is

$$\frac{G_x}{W}=\frac{g}{4\pi^2}\int_{v_x>0}d^2k\;v_x\left(-\frac{\partial f}{\partial E}\right).$$

At fixed $k_y$, $v_x\,dk_x=dE$, so the velocity cancels against the density of states along $x$. At zero temperature $-\partial f/\partial E=\delta(E-E_F)$. The energy integral is therefore one for $|k_y|<k_{yF}=\sqrt{2m_yE_F}$ and zero otherwise:

$$\frac{G_x}{W}=\frac{g}{4\pi^2}\,2k_{yF}=\frac{g}{2\pi}\,\frac{k_{yF}}{\pi}.$$

The first factor is $ge^2/h$; the second is the number of transverse modes per width. The mass across the current sets the mode count. A light longitudinal mass makes carriers faster but does not enter at fixed $k_{yF}$.

### (b) Fixed density

Let $k_{xF}=\sqrt{2m_xE_F}$. The ellipse has area $\pi k_{xF}k_{yF}$, and each area $4\pi^2$ of $k$-space holds $g$ electrons per unit real area. Hence

$$n=\frac{g\,k_{xF}k_{yF}}{4\pi},\qquad \frac{k_{yF}}{k_{xF}}=\sqrt{\frac{m_y}{m_x}} .$$

The product of these equations gives $k_{yF}^2$, and their quotient gives $k_{xF}^2$. With $k_0=\sqrt{4\pi n/g}$,

$$k_{yF}=k_0\left(\frac{m_y}{m_x}\right)^{1/4},\qquad k_{xF}=k_0\left(\frac{m_x}{m_y}\right)^{1/4}.$$

For current along $y$ the transverse extent is $k_{xF}$. Therefore

$$\frac{G_x}{W}=\frac{g}{2\pi^2}k_0\left(\frac{m_y}{m_x}\right)^{1/4},\quad
\frac{G_y}{W}=\frac{g}{2\pi^2}k_0\left(\frac{m_x}{m_y}\right)^{1/4},\quad
\frac{G_x}{G_y}=\sqrt{\frac{m_y}{m_x}}=\sqrt6 .$$

An isotropic band has $k_{xF}=k_{yF}=k_0$, whatever its mass. Relative to it, the light direction gains a factor $6^{1/4}=1.565$ and the heavy direction loses the same factor.

### (c) Numbers

Since $1\ \mathrm{cm}=10^8\ \mathrm{Å}$, the density gives $k_0=\sqrt{2\pi\times10^{-3}}=0.0793\ \mathrm{Å^{-1}}$. Then

$$k_{yF}=0.0793\times1.565=0.124\ \mathrm{Å^{-1}},\qquad k_{xF}=0.0793/1.565=0.0506\ \mathrm{Å^{-1}} .$$

From $k_{xF}k_{yF}=2E_F\sqrt{m_xm_y}=k_0^2$,

$$E_F=\frac{7.62\times0.0793^2}{2\sqrt{0.2\times1.2}}=0.0489\ \mathrm{eV}.$$

The mode density for current along $x$ is $0.1241/\pi\ \mathrm{Å^{-1}}$, or 395 modes per µm. Thus

$$G_x/W=2\times0.03874\times395=30.6\ \mathrm{mS/µm},\qquad G_y/W=30.6/2.449=12.5\ \mathrm{mS/µm}.$$

In the channel, forward states are filled to the level of one contact and backward states to that of the other. Their mean lies midway, so each contact carries half of the resistance: 16.3 Ω µm along the light axis and 40.0 Ω µm along the heavy axis.

A direct count of levels in a hard-wall strip 3000 Å wide finds 118 modes for current along $x$ and 48 along $y$. The smooth formula gives 118.5 and 48.4. The strip ratio, 2.458, differs from $\sqrt6=2.449$ because a finite strip has a whole number of modes.

### (d) Temperature

The ellipse of energy $E$ has area $2\pi E\sqrt{m_xm_y}$, so the density of states is the constant $D=g\sqrt{m_xm_y}/2\pi$. At fixed density,

$$DE_F=D\int_0^\infty f\,dE=D\,k_BT\ln\left(1+e^{\mu/k_BT}\right),$$

$$\mu=k_BT\ln\left(e^{E_F/k_BT}-1\right).$$

In part (a), each energy now contributes a transverse extent $2\sqrt{2m_yE}$, weighted by $-\partial f/\partial E$. Division by the zero-temperature extent gives

$$\frac{G_x(T)}{G_x(0)}=\int_0^\infty\sqrt{\frac{E}{E_F}}\left(-\frac{\partial f}{\partial E}\right)dE\equiv F .$$

The transverse mass has cancelled, so $G_y$ has the same factor $F$ and the ratio remains $\sqrt6$.

At 300 K, $k_BT=0.0259$ eV, $\mu=0.0446$ eV and $F=0.869$. The conductances fall to 26.6 and 10.9 mS/µm.

Two limits show the trend. For $k_BT\ll E_F$, $\mu$ differs from $E_F$ by an exponentially small amount. Expanding $\sqrt E$ about $\mu$ gives a second-order term $-\tfrac18\mu^{-3/2}(E-\mu)^2$. The thermal average of $(E-\mu)^2$ is $\pi^2(k_BT)^2/3$, so

$$F\simeq1-\frac{\pi^2}{24}\left(\frac{k_BT}{E_F}\right)^2 .$$

At 300 K, $k_BT/E_F=0.53$ is not small, yet this formula gives 0.885, within 2 percent of the full integral. For $k_BT\gg E_F$, $e^{\mu/k_BT}\simeq E_F/k_BT$ and $-\partial f/\partial E\simeq e^{(\mu-E)/k_BT}/k_BT$. With $\int_0^\infty\sqrt E\,e^{-E/k_BT}dE=\tfrac{\sqrt\pi}{2}(k_BT)^{3/2}$,

$$F\simeq\frac{\sqrt\pi}{2}\sqrt{\frac{E_F}{k_BT}} .$$

### (e) Direction and valleys

The conserved wavevector now lies along the contact edge, whose direction is $(-\sin\theta,\cos\theta)$. For each of its values, the velocity again cancels in the integral along the current. The required quantity is the half-extent of the ellipse along the edge.

Write a point on the ellipse as $(k_{xF}a,k_{yF}b)$ with $a^2+b^2=1$. Its component along the edge is $-k_{xF}a\sin\theta+k_{yF}b\cos\theta$. This is the scalar product of the unit vector $(a,b)$ with a fixed vector, so its maximum is the length of that vector:

$$\frac{G(\theta)}{W}=\frac{g}{2\pi^2}\sqrt{k_{xF}^2\sin^2\theta+k_{yF}^2\cos^2\theta}.$$

This formula needs a channel much wider than it is long. When the current is oblique to the axes of the ellipse, carriers drift sideways. In a long, narrow strip the side edges would turn some of them back, and the conductance would be lower.

In the wide channel, a misalignment of 10° from the light axis costs 1.3 percent of the aligned conductance.

For three equally filled valleys, let $h(\theta)=\sqrt{\sin^2\theta+6\cos^2\theta}$. Current along the light axis of one valley meets the others at 60°; perpendicular current meets the valleys at 90°, 30° and 30°. The ratio is

$$\frac{h(0)+2h(60^\circ)}{h(90^\circ)+2h(30^\circ)}=\frac{2.449+2(1.500)}{1+2(2.179)}=1.017 .$$

The factor $\sqrt6$ thus requires one valley, or several with the same orientation.

### (f) Reflecting contacts

One contact reflects; the other stays ideal. If both reflected, waves could interfere along the channel. Their phase depends on the mass, so the ratio could change in a short, cold channel even if each contact alone preserved it.

Let $E_x=E-k_y^2/2m_y$ be the longitudinal energy and $\mathcal T(E_x)$ the transmission. Then

$$\frac{G_x}{W}=\frac{g}{4\pi^2}\int dk_y\int_0^\infty dE_x\,\mathcal T(E_x)\left(-\frac{\partial f}{\partial E}\right)_{E=E_x+k_y^2/2m_y}.$$

Put $k_y=\sqrt{m_y}\,q$. A factor $\sqrt{m_y}$ comes out. If $\mathcal T$ is the same function for both current directions, the remaining integral is common to them at the common $\mu$. The ratio is then still $\sqrt{m_y/m_x}$.

**Step.** Let the potential drop abruptly by $U$, with the same mass $m$ along the current on both sides and the same transverse mass. The wavevectors are $k_1=\sqrt{2mE_x}$ and $k_2=\sqrt{2m(E_x+U)}$. Continuity of the wave and its slope gives $1+r=t$ and $k_1(1-r)=k_2t$, hence $t=2k_1/(k_1+k_2)$ and

$$\mathcal T=\frac{k_2}{k_1}t^2=\frac{4k_1k_2}{(k_1+k_2)^2}.$$

The mass cancels, and the ratio survives. A numerical sum over states at 300 K with $U=1.0$ eV gives 2.449. Both assumptions matter. If the drop is spread over a few ångströms, the heavy carrier, with its shorter wavelength, is reflected less than the light one, and the ratio falls below $\sqrt6$. If the contact is a metal with other masses, the transmission depends on the channel mass and on $k_y$, and the ratio generally changes too.

**Barrier.** Let the height be $V_b$ above the band edge, the thickness $d$, and the mass unchanged inside. For $E_x<V_b$ define $k=\sqrt{2mE_x}$ and $\kappa=\sqrt{2m(V_b-E_x)}$. The wave inside that joins smoothly to the outgoing wave $te^{ik(x-d)}$ is

$$\psi=t\left[\cosh\kappa(x-d)+\frac{ik}{\kappa}\sinh\kappa(x-d)\right].$$

Matching value and slope at $x=0$ gives

$$1+r=t\left[\cosh\kappa d-\frac{ik}{\kappa}\sinh\kappa d\right],\qquad
1-r=t\left[\cosh\kappa d+\frac{i\kappa}{k}\sinh\kappa d\right].$$

Adding them eliminates $r$. Taking the squared modulus, with $\cosh^2=1+\sinh^2$, then gives

$$\frac1{\mathcal T}=1+\frac14\left(\frac{\kappa}{k}+\frac{k}{\kappa}\right)^2\sinh^2\kappa d
=1+\frac{V_b^2\sinh^2\kappa d}{4E_x(V_b-E_x)} .$$

The prefactor is independent of mass, but $\kappa d$ grows as $\sqrt m$. Below the barrier top, the light carrier is therefore transmitted better at every $E_x$. At zero temperature with $E_F<V_b$, the ratio must exceed $\sqrt6$.

For $V_b=0.30$ eV and $d=10$ Å at one contact, $\kappa d$ at $E_x=E_F$ is 1.15 for the light mass and 2.81 for the heavy mass. The transmissions are 0.21 and 0.008. The sum over all states at 300 K, including those above the barrier, gives 5.1 and 0.10 mS/µm, a ratio of 50.

### (g) Scattering and the real device

With a scattering time $\tau(E)$ that is independent of direction, the diffusive conductivity is

$$\sigma_x=\frac{g}{4\pi^2}\int d^2k\,v_x^2\,\tau\left(-\frac{\partial f}{\partial E}\right).$$

Put $k_x=\sqrt{m_x}q_x$ and $k_y=\sqrt{m_y}q_y$. The energy becomes isotropic in $\mathbf q$, and $v_x^2=q_x^2/m_x$. Thus $\sigma_x/\sigma_y=m_y/m_x=6$: velocity now matters as well as mode count.

A simple interpolation adds the ballistic resistance at 300 K to $L/(ne\mu_{\rm mob})$, where $L$ is the channel length and $\mu_{\rm mob}$ the mobility along the current:

- light axis: $37.6+31.2=68.8$ Ω µm;
- heavy axis: $92.1+187.2=279$ Ω µm.

The total conductance ratio is about 4.1. This is an estimate, since adding the resistances does not solve the transport equation between the two limits. The semiclassical picture is itself rough here. With $\tau=m_x\mu_{\rm mob}/e$ for the light axis, $\hbar/\tau$ is about 0.03 eV, not small against $E_F$, and the light-axis Fermi wavelength $2\pi/k_{xF}=124$ Å exceeds the channel length.

The parameters are round values in the rough range of a gated monolayer field-effect transistor; they describe no particular material. The density is that of a strongly gated channel, and 100 Å is a short channel. Contact resistances of real monolayer devices are often some hundreds of Ω µm or more, a rough figure well above the 16 and 40 Ω µm of part (c). In these examples the tunnel barrier changes the ratio far more than scattering does: the barrier moves it from 2.4 to 50, scattering to about 4. The value 50 holds for a barrier that carries the channel's own parabolic masses, as assumed in part (f). In a barrier of another material, such as an oxide or a van der Waals gap, the channel mass does not set $\kappa$, and this figure does not carry over. The abrupt step at one contact lowers both conductances but leaves their ratio unchanged. Placing the current along the light axis lowers the resistance in each of these single-valley examples. The factor $\sqrt6$ itself holds for the ballistic channel with ideal contacts, or with a reflecting contact that transmits by the same function of longitudinal energy along both axes. Two such contacts also keep it when interference between them averages out, since their combined transmission is again a function of longitudinal energy alone. Further digits are given in the numerical output.

## Calculated quantities

```
light mass, heavy mass (electron masses): 0.2, 1.2
density: 1.0e+13 cm^-2; spin degeneracy: 2
Fermi energy: 0.0489 eV
Fermi wavevector, light axis: 0.0506 1/angstrom
Fermi wavevector, heavy axis: 0.1241 1/angstrom
isotropic-band wavevector: 0.0793 1/angstrom
T=0 conductance, light axis: 30.60 mS/um
T=0 conductance, heavy axis: 12.49 mS/um
T=0 conductance, isotropic band: 19.55 mS/um
T=0 resistance per contact, light: 16.3 ohm um
T=0 resistance per contact, heavy: 40.0 ohm um
square root of mass ratio: 2.4495
fourth root of mass ratio: 1.5651
conductance ratio from k sum at 20 K: 2.4495
strip width: 3000 angstrom
strip modes, current on light axis: 118
strip modes, current on heavy axis: 48
strip mode ratio: 2.458
temperature: 300 K; kT: 0.0259 eV
chemical potential at temperature: 0.0446 eV
thermal factor, both axes: 0.8689
warm conductance, light axis: 26.59 mS/um
warm conductance, heavy axis: 10.85 mS/um
warm conductance ratio: 2.4495
loss for 10 degree misalignment: 1.26 percent
ratio for three valleys turned by 60 deg: 1.017
step depth: 1.0 eV; ratio: 2.4495
barrier height above band edge: 0.30 eV
barrier thickness: 10.0 angstrom
barrier conductance, light: 5.1108 mS/um
barrier conductance, heavy: 0.1022 mS/um
barrier conductance ratio: 50.02
barrier ratio shift, half mesh: -0.0000 percent
diffusive conductivity ratio: 6.000
light-axis mobility: 200 cm2/Vs
channel length: 100 angstrom
warm ballistic resistance, light: 37.6 ohm um
warm ballistic resistance, heavy: 92.1 ohm um
added scattering, light: 31.2 ohm um
added scattering, heavy: 187.2 ohm um
total resistance, light: 68.8 ohm um
total resistance, heavy: 279.4 ohm um
total conductance ratio with scattering: 4.06
```
